# Giant dipole states of hydrogen in crossed electric and magnetic fields: a numerical check

```python
# Hydrogen in crossed fields (atomic units; electron mass 1 charge -1, proton mp charge +1).
# r=re-rp, M=1+mp, mu=mp/M, g=(mp-1)/M, conserved pseudomomentum K = M dR/dt - B x r.
# Under test: H = pi^2/2mu + V, V=(K+B x r)^2/2M + E.r - 1/r in any gauge, [pi_x,pi_y]=-i g B.
# E perp B is absorbed in K'=K-M vd, vd=E x B/B^2. For B||z, K'||y an outer well at x=-s0
# (saddle at x=-ss) exists iff K'>Kc=3(BM/4)^(1/3); sc=(2M/B^2)^(1/3). Also tested: mode
# frequencies w+,w-,wz, ground-state widths, dipole s0+delta, quantum shift of Kc.
import numpy as np, sympy as sp
from scipy.constants import physical_constants as pc, c
from scipy.optimize import brentq, minimize_scalar, root
from scipy.integrate import solve_ivp
np.seterr(all='ignore')
def close(a, b, tol): assert abs(a-b) <= tol*abs(b), (a, b, tol)

# ---- operator algebra and reduction in a nonlinear gauge, oblique fields, toy masses
Q, I = sp.Rational, sp.I
re_, rp_, u = (sp.Matrix(sp.symbols(n+'1:4', real=True)) for n in 'abu')
m1, m2 = Q(1), Q(7, 2); Mt = m1+m2; mut = m1*m2/Mt; gt = (m2-m1)/Mt
Bv = sp.Matrix([Q(1, 3), Q(-1, 2), Q(4, 5)]); Ev = sp.Matrix([Q(1, 5), Q(2, 7), Q(-1, 4)])
Kv = sp.Matrix([Q(1, 2), Q(3, 2), Q(-2, 3)])
chi = lambda v: v[0]**2*v[1] + sp.sin(v[1]*v[2])
Avec = lambda v: Bv.cross(v)/2 + sp.Matrix([sp.diff(chi(v), w) for w in v])
Ae, Ap = Avec(re_), Avec(rp_); rr = re_-rp_; RR = (m1*re_+m2*rp_)/Mt
pe = lambda i, f: -I*sp.diff(f, re_[i]) + Ae[i]*f
pp = lambda i, f: -I*sp.diff(f, rp_[i]) - Ap[i]*f
Kop = lambda i, f: pe(i, f)+pp(i, f)-Bv.cross(rr)[i]*f
pi = lambda i, f: mut*(pe(i, f)/m1-pp(i, f)/m2)
Hop = lambda f: sum(pe(i, pe(i, f))/(2*m1)+pp(i, pp(i, f))/(2*m2) for i in range(3)) \
    + (Ev.dot(rr)-1/sp.sqrt(rr.dot(rr)))*f
pt = dict(zip(list(re_)+list(rp_), [sp.Float(v, 30) for v in (0.7, -0.4, 0.9, -0.3, 0.6, 0.2)]))
val = lambda e: complex(sp.N(e.xreplace(pt)))
f = sp.exp(-re_[0]**2/3+re_[1]*rp_[0]-re_[2]*rp_[2]+rp_[1]**2/5)
for i in range(3):
    j, k = (i+1) % 3, (i+2) % 3
    assert abs(val(Kop(i, Kop(j, f))-Kop(j, Kop(i, f)))) < 1e-12
    assert abs(val(pi(i, pi(j, f))-pi(j, pi(i, f))+I*gt*Bv[k]*f)) < 1e-12
    assert abs(val(rr[i]*pi(i, f)-pi(i, rr[i]*f)-I*f)) < 1e-12
    assert abs(val(Kop(i, Hop(f))-Hop(Kop(i, f)))) < 1e-12
    for j in range(3):
        assert abs(val(Kop(i, pi(j, f))-pi(j, Kop(i, f)))) < 1e-12
phi = (1+u[0]+2*u[1]*u[2])*sp.exp(-u.dot(u)/5)
prel = lambda i, h: -I*sp.diff(h, u[i]) + gt*Bv.cross(u)[i]/2*h
W = Kv+Bv.cross(u)
Hphi = sum(prel(i, prel(i, phi)) for i in range(3))/(2*mut) \
    + (W.dot(W)/(2*Mt)+Ev.dot(u)-1/sp.sqrt(u.dot(u)))*phi
sub = dict(zip(u, rr))
phase = sp.exp(I*(Kv.dot(RR)+Bv.cross(rr).dot(RR)/2-chi(re_)+chi(rp_)))
psi = phase*phi.xreplace(sub)
assert all(abs(val(Kop(i, psi)-Kv[i]*psi)) < 1e-12 for i in range(3))
assert abs(val(Hop(psi)-phase*Hphi.xreplace(sub))) < 1e-12 and abs(val(psi)) > 0.1

# ---- derived formulas
Kcrit = lambda B, M: 3*(B*M/4)**(1/3)
def roots_formula(K, B, M):
    th = np.arccos(1-2*(Kcrit(B, M)/K)**3)
    return K/(3*B)*(1+2*np.cos(th/3)), K/(3*B)*(1+2*np.cos((2*np.pi-th)/3))
def mode_squares(Vxx, Vyy, B, mp):
    M = 1+mp; mu = mp/M; wc = (mp-1)/M*B/mu
    S = (Vxx+Vyy)/mu+wc**2; P = Vxx*Vyy/mu**2
    big = S/2+np.sqrt(S*S/4-P)
    return big, P/big

# ---- gauge-free two-body Newton equations, toy mass
mt = 5.0; Mt = 6.0; mut = mt/Mt; Bt = np.array([0, 0, 1.0]); Et = np.array([0.3, 0.2, 0])
vd = np.cross(Et, Bt)
def newton(t, y):
    r = y[:3]-y[3:6]; F = r/np.linalg.norm(r)**3
    return np.concatenate([y[6:], -F-Et-np.cross(y[6:9], Bt), (F+Et+np.cross(y[9:], Bt))/mt])
Khat = np.array([-0.6, 0.8, 0]); Kp = 5*Khat
for s in roots_formula(5.0, 1.0, Mt):
    r0 = -s*np.cross(Khat, Bt); Vd = vd+Khat/s**2
    y0 = np.concatenate([r0, np.zeros(3), Vd, Vd])
    assert np.abs(newton(0, y0)[6:]).max() < 1e-12
    assert np.abs(Mt*Vd-np.cross(Bt, r0)-Mt*vd-Kp).max() < 1e-12
    J = np.array([(newton(0, y0+1e-5*e)-newton(0, y0-1e-5*e))/2e-5 for e in np.eye(12)]).T
    lam = np.linalg.eigvals(J); lam = lam[np.argsort(-abs(lam))[:6]]
    pred = sorted(2*list(mode_squares(1/Mt-2/s**3, 1/Mt+1/s**3, 1.0, mt)+(1/(mut*s**3),)))
    assert np.allclose(np.sort((-lam**2).real), pred, rtol=1e-6)
    assert (lam.real.max() > 0.1) == (s < (2*Mt)**(1/3))
y0 = np.array([-3.5, -2.5, 0.6, 0.2, 0.1, 0, 0.5, -0.1, 0.1, 0.1, -0.2, 0.05])
Y = solve_ivp(newton, (0, 40), y0, method='DOP853', rtol=1e-11, atol=1e-12).y.T
r = Y[:, :3]-Y[:, 3:6]; dist = np.linalg.norm(r, axis=1)
Kt = Y[:, 6:9]+mt*Y[:, 9:]-np.cross(Bt, r)
assert np.abs(Kt-Kt[0]).max() < 1e-8
Vt = ((Kt[0]-Mt*vd+np.cross(Bt, r))**2).sum(1)/(2*Mt)-1/dist+Kt[0]@vd-Mt*vd@vd/2
Etot = (Y[0, 6:9]**2).sum()/2+mt*(Y[0, 9:]**2).sum()/2-1/dist[0]+r[0]@Et
assert np.abs(mut*((Y[:, 6:9]-Y[:, 9:])**2).sum(1)/2+Vt-Etot).max() < 1e-8 and np.ptp(Vt) > 0.01

# ---- hydrogen: threshold and stationary points found numerically from V
mp = pc['proton-electron mass ratio'][0]; M = 1+mp; mu = mp/M; g = (mp-1)/M
B, K = 2e-5, 1.0
V = lambda x, y, z, K: ((K+B*x)**2+(B*y)**2)/(2*M)-1/np.sqrt(x*x+y*y+z*z)
slope = lambda s, K: V(-s+1e-30j, 0, 0, K).imag/1e-30
def peak(K):
    o = minimize_scalar(lambda t: -1e9*slope(np.exp(t), K), bounds=(5, 15), method='bounded',
                        options={'xatol': 1e-12})
    return np.exp(o.x), -o.fun
def roots_num(K):
    sm = peak(K)[0]
    return brentq(slope, sm, 1e7, args=(K,), xtol=1e-10), brentq(slope, 1, sm, args=(K,), xtol=1e-10)
Kc = Kcrit(B, M); sc = (2*M/B**2)**(1/3)
close(brentq(lambda k: peak(k)[1], 0.1, 5, xtol=1e-13), Kc, 1e-9); close(peak(Kc)[0], sc, 1e-5)
s0, ss = roots_formula(K, B, M)
assert np.allclose(roots_num(K), (s0, ss), rtol=1e-10)
def search(K):
    grad = lambda w: np.array([V(*(sc*w+1e-30j*e), K).imag/1e-30 for e in np.eye(3)])*sc**2
    out = []
    for x in (-3, -2, -1, -0.6, -0.45, 0.5, 1.5):
        for y in (-0.5, 0.05):
            for z in (0.05, 0.5):
                w = root(grad, np.array([x, y, z], float), tol=1e-13).x
                if np.abs(grad(w)).max() < 1e-9 and np.linalg.norm(w) < 50: out.append(w*sc)
    return out
found = search(K)
hit = [[np.linalg.norm(w-[-s, 0, 0]) < 1e-6*sc for s in (s0, ss)] for w in found]
assert all(any(h) for h in hit) and np.any(hit, axis=0).all() and not search(0.9*Kc)
Kb = 10*Kc; a, b = roots_num(Kb)
close(Kb/B-M/Kb**2-a, 2*B*M**2/Kb**5, 1e-2); close(b, np.sqrt(M/(B*Kb)), 1e-2)
eps = 1e-4; Ke = Kc*(1+eps); a, b = roots_num(Ke)
close((a-b)/2, sc*eps**0.5, 2e-3); close(V(-b, 0, 0, Ke)-V(-a, 0, 0, Ke), 4*eps**1.5/sc, 2e-3)
close(mode_squares(B*B/M-2/a**3, B*B/M+1/a**3, B, mp)[1]**0.5, 18**0.5*eps**0.25/(g*B*sc**3), 2e-2)
close(brentq(lambda k: V(-roots_num(k)[1], 0, 0, k), 1.05*Kc, 3*Kc), 2**(1/3)*Kc, 1e-8)
V0, Vs = (M/(2*B*B*s**4)-1/s for s in (s0, ss))
close(V(-s0, 0, 0, K), V0, 1e-10); close(V(-ss, 0, 0, K), Vs, 1e-10)
Vxx, Vyy, Vzz = B*B/M-2/s0**3, B*B/M+1/s0**3, 1/s0**3
E = K*B/M; dE = 1e-4*E
def lab_min(E):  # atom with K=0 in a real field E along x
    s = roots_num(M*E/B)[0]
    return (B*s)**2/(2*M)-E*s-1/s, s
hi, lo = lab_min(E+dE), lab_min(E-dE)
close(-(hi[0]-lo[0])/(2*dE), s0, 1e-6); close((hi[1]-lo[1])/(2*dE), 1/Vxx, 1e-6)
assert np.allclose(np.sqrt(mode_squares(B*B/M, B*B/M, B, mp)), (B, B/mp), rtol=1e-12, atol=0)

# ---- harmonic predictions against diagonalization with the unexpanded V
wp, wm = np.sqrt(mode_squares(Vxx, Vyy, B, mp))
wx, wy, wz = (np.sqrt(v/mu) for v in (Vxx, Vyy, Vzz)); wc = g*B/mu
Om = np.sqrt((wx+wy)**2+wc**2); close(wp+wm, Om, 1e-12)
x2, y2, z2 = (wx+wy)/(2*mu*wx*Om), (wx+wy)/(2*mu*wy*Om), 1/(2*mu*wz)
delta = 3*(z2+y2-2*x2)/(2*s0**4*Vxx); quart = 9/(8*mu*s0**2)
def osc(n, L, ng):
    a = np.diag(np.sqrt(np.arange(1.0, n+2)), 1)
    x = L*(a+a.T)/2**0.5; p = 1j*(a.T-a)/(2**0.5*L)
    t, w = np.polynomial.hermite.hermgauss(ng)
    U = np.zeros((n, ng)); U[0] = np.sqrt(w)/np.pi**0.25; U[1] = 2**0.5*t*U[0]
    for k in range(2, n): U[k] = np.sqrt(2/k)*t*U[k-1]-np.sqrt((k-1)/k)*U[k-2]
    return x[:n, :n], p[:n, :n], (x@x)[:n, :n], (p@p)[:n, :n].real, L*t, U
def solve(N, nz):
    x, p, xx, pq, t, U = osc(N+1, np.sqrt(2/B), 20)
    z, _, zz, pz, tz, Uz = osc(nz, 1/np.sqrt(mu*wz), 24)
    kp = [i*(N+1)+j for i in range(N+1) for j in range(N+1) if i+j <= N]; n = len(kp)
    e = np.eye(N+1); ez = np.eye(nz); en = np.eye(n)
    kr = lambda a, b: np.kron(a, b)[np.ix_(kp, kp)]
    T = (kr(pq, e)+kr(e, pq)+g*B*(kr(x, p)-kr(p, x))+(g*B)**2/4*(kr(xx, e)+kr(e, xx)))/(2*mu)
    Vg = (V(-s0+t[:, None, None], t[None, :, None], tz[None, None, :], K)-V0).reshape(400, 24)
    Wz = np.einsum('kz,lz,gz->gkl', Uz, Uz, Vg).reshape(400, -1)
    U2 = np.kron(U, U)[kp]
    Vm = ((U2[:, None, :]*U2[None, :, :]).reshape(-1, 400)@Wz).reshape(n, n, nz, nz)
    H = Vm.transpose(0, 2, 1, 3).reshape(n*nz, n*nz)+np.kron(T, ez)+np.kron(en, pz)/(2*mu)
    w, C = np.linalg.eigh(H); c0 = C[:, 0]
    ex = lambda O: (c0.conj()@O@c0).real
    gap = lambda O: w[np.argmax(abs(C.conj().T@(O@c0)))]-w[0]
    mx = ex(np.kron(kr(x, e), ez))
    return np.array([w[0], gap(np.kron(kr(p, e)-g*B/2*kr(e, x), ez)), w[1]-w[0], gap(np.kron(en, z)),
                     ex(np.kron(kr(xx, e), ez))-mx**2, ex(np.kron(kr(e, xx), ez)),
                     ex(np.kron(en, zz)), -mx])
num = solve(12, 14)
assert np.allclose(solve(8, 10), num, rtol=1e-4, atol=0)
E0n, wpn, wmn, wzn, x2n, y2n, z2n, dn = num
# tolerances: size of the neglected anharmonic terms, z2/s0^2 ~ 1/sqrt(s0) ~ 0.5 %
assert abs(E0n-((Om+wz)/2-quart/4)) < 2e-11
close(wpn, wp, 1e-5); close(wmn, wm, 2e-3); close(wzn, wz, 1e-2)
assert abs(wzn-(wz-quart)) < 0.3*quart
close(x2n, x2, 2e-3); close(y2n, y2, 2e-3); close(z2n, z2, 1e-2); close(dn, delta, 3e-2)
def K_of_s(s):  # K' that makes s stationary on the z-ground-state adiabatic surface
    _, _, _, pz, tz, Uz = osc(14, (s**3/mu)**0.25, 30)
    c0 = np.linalg.eigh(pz/(2*mu)+(Uz*(1/s-1/np.sqrt(s*s+tz**2)))@Uz.T)[1][:, 0]
    return B*s+M/B*((c0@Uz)**2@(s/(s*s+tz**2)**1.5))
shift_n = minimize_scalar(K_of_s, bounds=(0.7*sc, 1.4*sc), method='bounded').fun/Kc-1
shift = -1/(4*np.sqrt(mu*sc)); close(shift_n, shift, 3e-2)
eps_q = (3/(4*2**0.5*g*B*sc**2))**0.8

# ---- worked example
au = lambda n: pc['atomic unit of '+n][0]
a0 = pc['Bohr radius'][0]; MHz = pc['hartree-hertz relationship'][0]/1e6
D = au('electric dipole mom.')/(1e-21/c)
P = lambda l, v, un='', n=6: print(f"{l} = {v:.{n}g} {un}")
P('M', M, 'm_e', 8); P('mu', mu, 'm_e', 8); P('gamma', g, '', 8)
P('B', B, 'a.u.'); P('B', B*au('mag. flux density'), 'T', 5); P("K'", K, 'a.u.')
P('Kc', Kc, 'a.u.'); P('kappa', K/Kc); P('theta', np.arccos(1-2*(Kc/K)**3), 'rad')
P('Ec', Kc*B/M, 'a.u.'); P('Ec', Kc*B/M*au('electric field'), 'V/m', 5)
P('E', E, 'a.u.'); P('E', E*au('electric field'), 'V/m', 5)
P('threshold speed Kc/M', Kc/M*au('velocity'), 'm/s', 5); P("speed K'/M", K/M*au('velocity'), 'm/s', 5)
P('sc', sc, 'bohr'); P('s0', s0, 'bohr', 7); P('s0', s0*a0*1e6, 'um', 5); P('ss', ss, 'bohr')
P("K'/B", K/B, 'bohr'); P("K'/B-M/K'^2", K/B-M/K**2, 'bohr')
P("K'/B-M/K'^2-2BM^2/K'^5", K/B-M/K**2-2*B*M*M/K**5, 'bohr'); P("sqrt(M/BK')", np.sqrt(M/(B*K)), 'bohr')
P('V(well)', V0, 'Eh'); P('V(saddle)', Vs, 'Eh'); P('kappa with V(saddle)=0', 2**(1/3))
P('drift 1/(B s0^2)', au('velocity')/(B*s0**2), 'm/s', 5)
P('B^2/M', B*B/M, 'a.u.'); P('Vxx', Vxx, 'a.u.'); P('Vyy', Vyy, 'a.u.'); P('Vzz', Vzz, 'a.u.')
P('wc', wc, 'Eh', 8); P('Omega', Om, 'Eh', 8); P('B/mp', B/mp, 'Eh')
for l, h, n_ in (('w+', wp, wpn), ('w-', wm, wmn), ('wz', wz, wzn), ('E0-V(well)', (Om+wz)/2, E0n)):
    print(f"{l}: harmonic {h:.7g}, numerical {n_:.7g} Eh")
P('quartic lowering of z spacing', quart, 'Eh', 4); P('quartic lowering of E0', quart/4, 'Eh', 4)
print(f"numerical w+, w-, wz = {wpn*MHz:.6g}, {wmn*MHz:.5g}, {wzn*MHz:.5g} MHz")
for l, h, n_ in (('rms x', x2, x2n), ('rms y', y2, y2n), ('rms z', z2, z2n)):
    print(f"{l}: harmonic {h**0.5:.5g}, numerical {n_**0.5:.5g} bohr")
P('B^(-1/2)', B**-0.5, 'bohr', 5); P('rms z / s0', z2n**0.5/s0, '', 4)
print(f"delta: formula {delta:.4g}, numerical {dn:.4g} bohr")
P('dipole', s0+dn, 'e a0', 7); P('dipole', (s0+dn)*D, 'debye', 5); P('polarizability 1/Vxx', 1/Vxx, 'a.u.', 5)
P('ionisation threshold B/2mu', B/(2*mu), 'Eh', 8); P('binding energy', B/(2*mu)-V0-E0n, 'Eh')
P('binding energy', (B/(2*mu)-V0-E0n)*pc['Hartree energy in eV'][0]*1e3, 'meV', 5)
print(f"relative shift of Kc by z zero point: formula {shift:.4g}, numerical {shift_n:.4g}")
P('epsilon for one drift level (estimate)', eps_q, '', 2)
print("all assertions hold")
```

Output:

```
M = 1837.1527 m_e
mu = 0.99945568 m_e
gamma = 0.99891136 
B = 2e-05 a.u.
B = 4.701 T
K' = 1 a.u.
Kc = 0.628289 a.u.
kappa = 1.59162 
theta = 1.04261 rad
Ec = 6.83982e-09 a.u.
Ec = 3517.2 V/m
E = 1.08864e-08 a.u.
E = 5598 V/m
threshold speed Kc/M = 748.17 m/s
speed K'/M = 1190.8 m/s
sc = 20943 bohr
s0 = 48007.16 bohr
s0 = 2.5404 um
ss = 10828.2 bohr
K'/B = 50000 bohr
K'/B-M/K'^2 = 48162.8 bohr
K'/B-M/K'^2-2BM^2/K'^5 = 48027.8 bohr
sqrt(M/BK') = 9584.24 bohr
V(well) = -2.03979e-05 Eh
V(saddle) = 7.46929e-05 Eh
kappa with V(saddle)=0 = 1.25992 
drift 1/(B s0^2) = 47.462 m/s
B^2/M = 2.17728e-13 a.u.
Vxx = 1.99652e-13 a.u.
Vyy = 2.26766e-13 a.u.
Vzz = 9.0382e-15 a.u.
wc = 1.9989108e-05 Eh
Omega = 2.0010419e-05 Eh
B/mp = 1.08923e-08 Eh
w+: harmonic 1.999977e-05, numerical 1.999978e-05 Eh
w-: harmonic 1.06448e-08, numerical 1.064622e-08 Eh
wz: harmonic 9.509535e-08, numerical 9.456912e-08 Eh
E0-V(well): harmonic 1.005276e-05, numerical 1.005263e-05 Eh
quartic lowering of z spacing = 4.884e-10 Eh
quartic lowering of E0 = 1.221e-10 Eh
numerical w+, w-, wz = 131592, 70.049, 622.23 MHz
rms x: harmonic 227.25, numerical 227.24 bohr
rms y: harmonic 220.13, numerical 220.15 bohr
rms z: harmonic 2293.6, numerical 2299.8 bohr
B^(-1/2) = 223.61 bohr
rms z / s0 = 0.0479 
delta: formula 7.364, numerical 7.336 bohr
dipole = 48014.49 e a0
dipole = 1.2204e+05 debye
polarizability 1/Vxx = 5.0087e+12 a.u.
ionisation threshold B/2mu = 1.0005446e-05 Eh
binding energy = 2.03507e-05 Eh
binding energy = 0.55377 meV
relative shift of Kc by z zero point: formula -0.001728, numerical -0.001724
epsilon for one drift level (estimate) = 0.00042 
all assertions hold
```
